# Reflection of an acoustic stress pulse at an aluminium–silicon interface

**Question.** A plane longitudinal stress pulse travels along \(+x\) in a medium of acoustic impedance \(Z_1=17.3\) and meets, at normal incidence, a medium of impedance \(Z_2=19.7\) in the same units. Both media are uniform, linear and lossless. The interface, at \(x=0\), is flat, sharp and perfectly bonded. Impedance means \(Z=\rho c\), with \(\rho\) the density and \(c\) the longitudinal sound speed. Stress \(\sigma\) is positive in tension.

In units of \(10^6\ \mathrm{kg\,m^{-2}\,s^{-1}}\) these values are close to those of an untextured aluminium film and a silicon substrate with a (100) surface. Take rough densities of 2.70 and 2.33 g/cm³.

## (a) Relate stress to particle velocity in a travelling pulse.

**Answer.** Let \(u(x,t)\) be the displacement and \(v=\partial u/\partial t\) the particle velocity. In a plane longitudinal wave the material is strained along \(x\) and has no lateral strain. With \(C\) the modulus for this kind of strain, Hooke's law and Newton's law read

\[
\sigma=C\frac{\partial u}{\partial x},\qquad
\rho\frac{\partial^2u}{\partial t^2}=\frac{\partial\sigma}{\partial x}
=C\frac{\partial^2u}{\partial x^2}.
\]

Insert \(u=F(x-ct)\). The second equation becomes \(\rho c^2F''=CF''\), so \(C=\rho c^2\). For this pulse, moving towards \(+x\),

\[
v=-cF',\qquad \sigma=\rho c^2F'=-\rho c\,v=-Zv .
\]

For a pulse moving towards \(-x\), \(u=G(x+ct)\) gives \(v=+cG'\) and \(\sigma=\rho c^2G'=+Zv\). The sign depends on the direction of travel. In a compressive pulse (\(\sigma<0\)) the material moves in the same direction as the pulse.

## (b) Derive the stress-amplitude reflection coefficient and evaluate it.

**Answer.** At the interface let the incident, reflected and transmitted stresses be \(f(t)\), \(g(t)\) and \(h(t)\). Two conditions connect them.

First, consider a thin slab of material containing the interface. Its mass tends to zero with its thickness, so the forces on its two faces must balance and the stress is continuous:

\[
f+g=h .
\]

Second, bonded surfaces move together, so the velocity is continuous. By part (a) the incident and transmitted waves have \(v=-\sigma/Z\), and the reflected wave has \(v=+\sigma/Z_1\):

\[
-\frac{f}{Z_1}+\frac{g}{Z_1}=-\frac{h}{Z_2}.
\]

Multiply by \(-Z_1Z_2\) and replace \(h\) by \(f+g\):

\[
Z_2(f-g)=Z_1(f+g)
\quad\Longrightarrow\quad
(Z_2-Z_1)f=(Z_2+Z_1)g .
\]

The stress reflection coefficient is therefore

\[
r=\frac{g}{f}=\frac{Z_2-Z_1}{Z_2+Z_1}
=\frac{19.7-17.3}{19.7+17.3}=\frac{2.4}{37.0}\approx 0.065 .
\]

The common unit cancels. The transmission coefficient follows from continuity of stress:

\[
t_\sigma=\frac{h}{f}=1+r=\frac{2Z_2}{Z_1+Z_2}\approx1.065 .
\]

The relation \(g(t)=r f(t)\) holds at every instant with the same constant \(r\), so the reflected pulse has the same time profile as the incident one. In medium 1 the incident stress is \(f(t-x/c_1)\) and the reflected stress is \(r f(t+x/c_1)\), which is its mirror image in space, scaled by \(r\).

## (c) Discuss the sign, the limiting cases and the energy balance.

**Answer.** Since \(Z_2>Z_1\), \(r\) is positive: compression returns as compression. The velocity coefficient has the opposite sign, because

\[
\frac{v_\mathrm{refl}}{v_\mathrm{inc}}=\frac{g/Z_1}{-f/Z_1}=-r .
\]

A quoted reflection coefficient thus needs a statement of the quantity to which it refers. Sending the pulse from silicon into aluminium exchanges \(Z_1\) and \(Z_2\) and also changes the sign of \(r\).

Three limits check the formula.

- Equal impedances give \(r=0\), even if the densities and speeds differ separately.
- A free surface, \(Z_2\to0\), gives \(r=-1\) and \(t_\sigma=0\): the total stress vanishes there.
- A rigid wall, \(Z_2\to\infty\), gives \(r=1\) and \(t_\sigma=2\): the stress doubles while the velocity vanishes.

The transmitted stress exceeds the incident stress, so the energy needs a separate calculation. Material on the left exerts a force \(-\sigma\) per unit area on material to its right, and the power carried towards \(+x\) is \(-\sigma v\) per unit area. The incident and transmitted powers are \(f^2/Z_1\) and \(h^2/Z_2\); the reflected power has magnitude \(g^2/Z_1\). Hence the energy fractions are

\[
R=r^2,\qquad
T=\frac{Z_1}{Z_2}t_\sigma^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2},
\]

and

\[
R+T=\frac{(Z_2-Z_1)^2+4Z_1Z_2}{(Z_1+Z_2)^2}
=\frac{(Z_1+Z_2)^2}{(Z_1+Z_2)^2}=1 .
\]

Here \(R=0.42\%\) and \(T=99.58\%\). The larger transmitted stress goes with a smaller particle velocity, \(1-r=0.935\) times the incident one. The product \(1.065\times0.935=0.996\) is \(T\), and energy is conserved.

## (d) A Gaussian pulse has peak stress −10 MPa and standard length 15 nm in the aluminium. Find the reflected and transmitted peaks and the incident strain.

**Answer.** The peak stresses are

\[
\sigma_\mathrm{refl}=0.0649(-10\ \mathrm{MPa})=-0.65\ \mathrm{MPa},\qquad
\sigma_\mathrm{trans}=1.0649(-10\ \mathrm{MPa})=-10.65\ \mathrm{MPa}.
\]

They satisfy \(-10-0.65=-10.65\), as continuity of stress requires.

The sound speed in aluminium is \(c_1=Z_1/\rho_1=17.3/2.70=6.41\) nm/ps. The modulus is \(C_1=\rho_1c_1^2=Z_1c_1\), so the incident strain is

\[
\varepsilon=\frac{\sigma}{Z_1c_1}
=\frac{-1.0\times10^{7}\ \mathrm{Pa}}
{(17.3\times10^6\ \mathrm{kg\,m^{-2}\,s^{-1}})(6.41\times10^3\ \mathrm{m/s})}
\approx-9.0\times10^{-5}.
\]

This small strain supports the use of linear elasticity.

The reflection can also be found without the formula, by integrating Newton's and Hooke's laws in time on a grid. For this pulse the integration gives a stress reflection of 0.06487, against 0.06486 from the formula, and a velocity reflection of −0.06487.

## (e) How sensitive is the answer to the impedances, and what does crystal orientation in the film do?

**Answer.** Write \(S=Z_1+Z_2\). The quotient rule gives

\[
\frac{\partial r}{\partial Z_2}=\frac{S-(Z_2-Z_1)}{S^2}=\frac{2Z_1}{S^2},
\qquad
\frac{\partial r}{\partial Z_1}=\frac{-S-(Z_2-Z_1)}{S^2}=-\frac{2Z_2}{S^2}.
\]

For small changes, therefore,

\[
dr=\frac{2Z_1Z_2}{S^2}\left(\frac{dZ_2}{Z_2}-\frac{dZ_1}{Z_1}\right)
=0.498\left(\frac{dZ_2}{Z_2}-\frac{dZ_1}{Z_1}\right).
\]

Raising \(Z_2\) by 1% at fixed \(Z_1\) changes \(r\) by about 0.005, to 0.0698. That is 7.6% of the original \(r\). The relative change is large because \(r\) comes from a small difference between two nearly equal numbers. An equal relative error in both impedances cancels.

Aluminium crystals are slightly anisotropic. Take rough elastic constants \(C_{11}=107\), \(C_{12}=61\) and \(C_{44}=28\) GPa. For a wave along [100] the modulus is \(C_{11}\).

Along [111] the unit vector is \(\mathbf n=(1,1,1)/\sqrt3\), and a longitudinal strain \(\varepsilon\) has tensor components \(\varepsilon_{ij}=\varepsilon n_in_j=\varepsilon/3\). Each normal stress is then \((C_{11}+2C_{12})\varepsilon/3\), and each shear stress is \(2C_{44}\varepsilon/3\). The three components of the force per area on a plane normal to [111] are equal, so this force is along [111] and the wave is purely longitudinal. Summing three normal and six shear terms, each weighted by \(n_in_j=1/3\), gives

\[
C_{111}=\frac{\mathbf n\cdot\boldsymbol\sigma\cdot\mathbf n}{\varepsilon}
=\frac{C_{11}+2C_{12}+4C_{44}}{3}=113.7\ \mathrm{GPa}.
\]

Since \(Z=\rho c=\sqrt{\rho C}\), the aluminium impedances are 17.00 along [100] and 17.52 along [111], in the units of the question. With \(Z_2=19.7\) held fixed, \(r\) becomes 0.074 and 0.059 respectively. Relative to 0.065, these are changes of roughly +14% and −10%.

## (f) A 2 nm silicon oxide layer lies between the film and the substrate. Find its effect on the reflected pulse. Take a rough density of 2.20 g/cm³ and a sound speed of 6.0 nm/ps.

**Answer.** The oxide impedance is \(Z_o=2.20\times6.0=13.2\), lower than both neighbours. Apply the result of part (b) at each interface:

\[
a=\frac{Z_o-Z_1}{Z_o+Z_1}=\frac{-4.1}{30.5}=-0.134,
\qquad
b=\frac{Z_2-Z_o}{Z_2+Z_o}=\frac{6.5}{32.9}=0.198 .
\]

One reflection comes directly from the aluminium–oxide interface. The next part of the pulse enters the oxide with factor \(1+a\), reflects from silicon with factor \(b\), and returns to aluminium with factor \(1-a\), because reversing the direction changes \(a\) to \(-a\). Each additional round trip contributes a factor \((-a)b\) and a delay

\[
D=\frac{2(2\ \mathrm{nm})}{6.0\ \mathrm{nm/ps}}=0.667\ \mathrm{ps}.
\]

The reflected stress at the aluminium–oxide interface is consequently

\[
g(t)=a f(t)+(1-a^2)b\sum_{n=0}^{\infty}(-ab)^n f\bigl(t-(n+1)D\bigr).
\]

If the delay is negligible, the geometric series gives

\[
\frac gf=a+\frac{(1-a^2)b}{1+ab}
=\frac{a+a^2b+b-a^2b}{1+ab}
=\frac{a+b}{1+ab}.
\]

Put \(a\) and \(b\) over the common denominator \((Z_o+Z_1)(Z_2+Z_o)\). The numerator of \(a+b\) is then \(2Z_o(Z_2-Z_1)\), and that of \(1+ab\) is \(2Z_o(Z_2+Z_1)\). Their ratio is the original \(r\), so a sufficiently thin layer has no effect.

Here the standard duration of the pulse is \(15/6.41=2.3\) ps, and \(D\) is not negligible beside it. The direct term is \(-0.134f(t)\), and the first delayed term is \(+0.194f(t-D)\). Measure \(t\) from the peak of \(f\) and write \(\tau=2.3\) ps for the standard duration. Then

\[
\frac{f(t-D)}{f(t)}=\exp\!\left[\frac{D(2t-D)}{2\tau^2}\right],
\]

which rises steadily with time. Early enough, this ratio is so small that the direct term outweighs the delayed ones and the sum has the sign of \(a\): the reflected pulse begins with a weak tensile lobe. Later than about \(D/2\) after the peak the ratio exceeds one, the cancellation is weaker than for zero delay, and the compressive part is enhanced.

Numerical integration with the oxide present gives a main peak of 0.078 times the incident peak, 20% above the clean-interface value, and an opposite lobe of −0.004 times the incident peak. Throughout the aluminium, the computed reflected waveform and the echo sum, taken to twelve delayed terms, differ by less than 0.05% of the incident peak.

**Use with a real film.** Picosecond ultrasonics uses short strain pulses in thin metal films. A pulse generated by light at a free surface usually has both a compressive and a tensile part, because the surface reflects stress with the opposite sign; the single Gaussian used here is a simpler case. The value 0.065 describes a clean, well-bonded interface with the stated impedances, and \(Z_2=19.7\) belongs to silicon along [100] only. Silicon is much more anisotropic than aluminium. With rough constants \(C_{11}=165.6\), \(C_{12}=63.9\) and \(C_{44}=79.5\) GPa, the [111] formula of part (e) gives \(Z_2\approx21.8\) and \(r\approx0.115\) for a (111) wafer, about 77% larger. For the example's numbers, a [100] or [111] film texture moves it by roughly +14% or −10% respectively, and the oxide layer raises the peak ratio of the Gaussian pulse by 20%. The oxide figure is sensitive to the rough oxide values. It becomes 28% for a sound speed of 5.7 nm/ps, 16% for a density of 2.3 g/cm³, and 13% or 29% for a thickness of 1.5 or 2.5 nm. It also depends on the shape and length of the pulse. For a pulse with parts of both signs, shaped as the derivative of a Gaussian, it is 54% at the same standard length of 15 nm and 15% at 30 nm. A poor bond breaks the assumption of continuous velocity, and its effect has not been estimated here. Attenuation along the path also reduces an echo, and must be removed before the echo is compared with \(r\). The numerical output lists the main values used above.

## Calculated quantities

```
Impedance Z1 (aluminium): 17.3 10^6 kg/(m^2 s)
Impedance Z2 (silicon): 19.7 10^6 kg/(m^2 s)
Density of Al, rough: 2.70 g/cm^3
Density of Si, rough: 2.33 g/cm^3
Sound speed in Al, Z1/density: 6.407 nm/ps
Sound speed in Si, Z2/density: 8.455 nm/ps
Impedance difference Z2-Z1: 2.4 10^6 kg/(m^2 s)
Impedance sum Z2+Z1: 37.0 10^6 kg/(m^2 s)
Stress reflection r, formula: 0.06486 (no unit)
Stress reflection r, simulation: 0.06487 (no unit)
Stress transmission t, formula: 1.06486 (no unit)
Stress transmission t, simulation: 1.06485 (no unit)
Velocity reflection, simulation: -0.06487 (no unit)
Reflected energy, formula: 0.421 %
Reflected energy, simulation: 0.421 %
Transmitted energy, formula: 99.579 %
Transmitted energy, simulation: 99.579 %
Pulse standard length in Al: 15.0 nm
Incident peak stress: -10.000 MPa
Reflected peak stress: -0.649 MPa
Transmitted peak stress: -10.649 MPa
Incident peak strain: -9.02e-05 (no unit)
Sensitivity 2 Z1 Z2/(Z1+Z2)^2: 0.4979 (no unit)
r if Z2 is 1 % higher: 0.0698 (no unit)
Relative change of r for that error: 7.6 %
Oxide thickness: 2.0 nm
Oxide density, rough: 2.20 g/cm^3
Oxide sound speed, rough: 6.0 nm/ps
Oxide impedance: 13.2 10^6 kg/(m^2 s)
Reflection a, Al to oxide: -0.1344 (no unit)
Reflection b, oxide to Si: 0.1976 (no unit)
First delayed echo (1-a^2)b: 0.1940 (no unit)
Round-trip delay D in oxide: 0.667 ps
Main reflected peak/incident, oxide: 0.0780 (no unit)
Opposite-sign lobe/incident, oxide: -0.0042 (no unit)
Change of main peak due to oxide: 20 %
Al constants C11, C12, C44, rough: 107, 61, 28 GPa
Al modulus along [111]: 113.7 GPa
Al impedance along [100]: 17.00 10^6 kg/(m^2 s)
Al impedance along [111]: 17.52 10^6 kg/(m^2 s)
r for [100] Al film: 0.0737 (no unit)
r for [111] Al film: 0.0586 (no unit)
```
